Force on an Off-Axis Screw Dislocation in an Untwisted Cylindrical Wire

**1. Result and conditions**

A straight screw dislocation with Burgers vector b runs parallel to the axis of a circular wire of radius R, at distance r from the axis, with 0 < r < R. The wire is linearly elastic and isotropic, with shear modulus μ. Its lateral surface is free of traction, and its ends are held so that no cross-section rotates relative to another. Far from the ends, the force per unit length on the dislocation is

F = μb² r / [2π(R² − r²)],

directed outward, towards the nearest part of the surface.

The word "free" refers here to the lateral surface. Holding the wire untwisted requires a torque at the ends. If that torque is removed, the wire twists and a second force appears, directed inward. Section 7 derives it and shows that it can reverse the total.

**2. Displacement and stress**

Let z run along the wire, with x = ρ cos φ and y = ρ sin φ in the cross-section. The dislocation is at x = r, y = 0. The displacement is purely axial and does not depend on z:

u_x = u_y = 0, u_z = w(x, y).

Subscripts on w denote derivatives. The non-zero stresses are

σ_xz = μw_x, σ_yz = μw_y.

Equilibrium along z requires ∂σ_xz/∂x + ∂σ_yz/∂y = 0, hence

w_xx + w_yy = 0.

The Burgers vector points along +z, as does the line direction. The convention is that w rises by b on a counterclockwise circuit around the dislocation. The surface condition is σ_ρz = μw_ρ = 0 at ρ = R.

A harmonic w is the imaginary part of an analytic function f(ζ), with ζ = x + iy. Write f = p + iw. Then f′ = p_x + iw_x, and the Cauchy-Riemann relation p_x = w_y gives

f′ = w_y + iw_x.

Multiplication by ζ separates the hoop and radial derivatives:

ζf′ = (xw_y − yw_x) + i(xw_x + yw_y) = w_φ + iρw_ρ.

The surface is therefore free when Im(ζf′) = 0 on |ζ| = R.

**3. Finding the image**

In an unbounded solid the dislocation has

f₀ = (b/2π) ln(ζ − r), f₀′ = b/[2π(ζ − r)].

The imaginary part of f₀ is b/2π times the angle about the core, so it rises by b per circuit, as required. On the surface ζ = R exp(iφ), and

Im[ζ/(ζ − r)] = −rR sin φ/(R² + r² − 2Rr cos φ).

This follows on multiplying numerator and denominator by the complex conjugate of ζ − r. The unbounded field thus leaves the traction

σ_ρz = −(μb/2π) r sin φ/(R² + r² − 2Rr cos φ),

which must be cancelled.

Try a dislocation of opposite sign at x = X on the same radial line. Its surface traction has the same form, with r replaced by X and the sign reversed. The two cancel at every φ if

r/(R² + r² − 2Rr cos φ) = X/(R² + X² − 2RX cos φ).

Taking reciprocals removes the common term −2R cos φ and leaves

R²/r + r = R²/X + X.

This can be rearranged as

(X − r)[1 − R²/(rX)] = 0.

The root X = r merely annihilates the original dislocation. The other root is the image position:

X = R²/r.

Since r < R, we have X > R. The image lies outside the material, and its field is regular within the wire. The complete field is

f = (b/2π)[ln(ζ − r) − ln(ζ − X)].

No other regular, single-valued correction gives a different stress. Let v be the difference between two such corrections. It is harmonic, with v_ρ = 0 at the surface, so the divergence theorem gives

∫(v_x² + v_y²) dA = ∮ v v_ρ ds = 0.

Both derivatives of v therefore vanish, and the two corrections differ by a rigid axial shift.

One might consider a further image on the axis, with displacement bφ/2π. It would leave the surface free, because this displacement does not depend on ρ. But w would then also rise by b around the axis. That describes a wire containing a second dislocation, which is a different problem.

**4. The force**

For a line along +z, the Peach-Koehler force (σ·b) × ẑ has components

F_x = bσ_yz, F_y = −bσ_xz.

The stress to insert is the correction to the unbounded field. The dislocation's own unbounded field reverses sign between opposite points about the core, so its average on a small circle is zero and it selects no direction.

The correction has the slope

f_c′ = −b/[2π(ζ − X)].

At ζ = r this equals b/[2π(X − r)], which is real. Since f′ = w_y + iw_x, the stresses of the correction at the core are

σ_yz = μb/[2π(X − r)], σ_xz = 0.

Hence F_y = 0 and

F_x = μb²/[2π(X − r)].

The separation is X − r = R²/r − r = (R² − r²)/r. Substitution gives

F = μb² r/[2π(R² − r²)].

The sign is positive, so the force points towards larger r. It is quadratic in b: reversing the Burgers vector reverses both the dislocation and its image, and leaves the force unchanged.

**5. Two limits**

Near the axis, r ≪ R, the image recedes to a large distance and

F ≈ μb² r/(2πR²).

The force vanishes on the axis by symmetry, but a small displacement produces a force that increases it. With the ends held, the axis is an unstable equilibrium.

Near the surface, let h = R − r be the depth. Since R² − r² = h(R + r),

F = [μb²/(4πh)] · [2r/(R + r)].

The second factor tends to one as h/R tends to zero, leaving the force from a flat surface, whose image is at distance 2h. At r = 0.99R the factor is 0.995. The divergence at h = 0 is not physical: the continuum field ceases to apply when h is comparable with the core size.

**6. The same force from the energy**

The energy gives an independent check on the sign and the factor of two. Exclude a small core of radius a and cut the section along y = 0 from x = r + a to x = R. With the cut in place, w is single-valued. The strain energy per unit length is

E = ½μ∫(w_x² + w_y²) dA = ½μ∮ w w_n ds,

where w_n is the outward normal derivative.

The free surface contributes nothing. On the core circle the unbounded field has no radial derivative and the correction is bounded. Since w is also bounded there, the contribution vanishes with the circumference as a → 0.

The two faces of the cut remain. A counterclockwise circuit starts just above the cut and ends just below it, so w(below) − w(above) = b. The outward normal is −y for the material above and +y for the material below. Their contributions add to

E = ½b∫ σ_yz dx, from r + a to R.

On the cut,

σ_yz = (μb/2π)[1/(x − r) + 1/(X − x)].

The first term integrates to ln[(R − r)/a]. The second integrates to ln[(X − r − a)/(X − R)], in which a may be dropped. Using

X − r = (R² − r²)/r, X − R = R(R − r)/r,

the second logarithm becomes ln[(R + r)/R]. The sum gives

E = (μb²/4π) ln[(R² − r²)/(Ra)].

Keep a fixed while the dislocation moves. Then

−dE/dr = (μb²/4π) · 2r/(R² − r²) = μb² r/[2π(R² − r²)],

which is the previous force. No work of the grips has to be added: at the ends the in-plane displacement is zero, and the axial traction σ_zz is zero.

As the dislocation moves outward, the first logarithm falls faster than the second rises, so the energy falls. A core energy independent of r would change E but not the force.

**7. The torque at the ends, and what its release does**

The stress on a cross-section has no resultant shear force. By equilibrium,

σ_xz = ∂(xσ_xz)/∂x + ∂(xσ_yz)/∂y,

so its area integral becomes a boundary integral of x times the normal traction. This is zero on the free surface and vanishes on a shrinking core circle. The same argument with y applies to σ_yz.

The torque does not vanish:

T = ∫(xσ_yz − yσ_xz) dA = μ∫ρ dρ ∫w_φ dφ.

The inner integral is the rise of w around a circle centred on the axis. It is zero for ρ < r, where the circle does not enclose the dislocation, and b for ρ > r, where it does. Therefore

T = μb∫ρ dρ, from r to R, = μb(R² − r²)/2.

The ends must supply this torque to keep the wire untwisted. Supplying it through a different distribution of end traction alters the field near the ends. By Saint-Venant's principle, the alteration dies out over a length of the order of the radius. The formula for F describes the wire away from those regions.

Now release the torque. The wire acquires a twist α per unit length, with hoop displacement u_φ = αρz. The added stresses are

σ_xz = −μαy, σ_yz = μαx.

They satisfy equilibrium and have no radial component, so the lateral surface stays free. Their torque is

μα∫ρ² dA = μαπR⁴/2.

The total torque must vanish:

μb(R² − r²)/2 + μαπR⁴/2 = 0,

α = −b(R² − r²)/(πR⁴).

This is the Eshelby twist. At the dislocation, x = r, its stress adds the force

F_twist = bμαr = −μb² r(R² − r²)/(πR⁴).

It points inward. The total force with released ends is

F_total = (μb² r/π){1/[2(R² − r²)] − (R² − r²)/R⁴}.

The energy confirms the second term. With twist, the energy per length is E + Tα + μπR⁴α²/4. Its minimum over α lies below E by

T²/(μπR⁴) = μb²(R² − r²)²/(4πR⁴).

Minus the derivative of this (negative) energy contribution is −μb² r(R² − r²)/(πR⁴), as found from the stress.

For r ≪ R the bracket tends to (½ − 1)/R², so F_total ≈ −μb² r/(2πR²). This is equal in size and opposite in sign to the force with held ends. Releasing the ends therefore makes the axis a locally stable position for a straight dislocation: a small displacement is reversed, although the energy is lower still close to the surface. The total force changes sign where

(R² − r²)² = R⁴/2,

r = R√(1 − 1/√2) ≈ 0.541R.

Inside this radius the dislocation is driven to the axis; outside it, to the surface.

**8. A gallium nitride nanowire**

Take a wire with its length along the c axis and the rough typical values μ = c44 = 100 GPa and b = 0.52 nm, the latter being about one lattice period along c. Let R = 25 nm and r = 10 nm.

The choice of material and direction has a purpose. In a wurtzite crystal with c along the wire, antiplane shear involves c44 alone and is isotropic in the cross-section, so the isotropic solution applies to an anisotropic crystal.

Piezoelectricity does not alter it in this ideal problem. For this geometry, with electric field components E_x and E_y,

σ_xz = c44 w_x − e15 E_x, D_x = e15 w_x + εE_x,

and similarly for y. A zero electric field satisfies the equations: D is then e15 times the gradient of w, which has no divergence and no normal component at the free surface. The stress is unchanged. This assumes that neither the core nor the surface carries electric charge. It also relies on w_ρ = 0 at the surface. With the stiff surface of Section 9, w_ρ is not zero there, so a weak electric field appears, which that section neglects.

The image is at 25²/10 = 62.5 nm from the axis, and 52.5 nm from the dislocation. Since 1 GPa nm = 1 N/m,

F = 100 × 0.52²/(2π × 52.5) = 0.0820 N/m = 82.0 mN/m.

This is 0.512 eV/nm²: a 1 nm length of line moving outward by 1 nm releases about half an electronvolt at this position. The equivalent shear stress is F/b = 158 MPa. With a cutoff a = b, the line energy falls from 52.0 eV/nm on the axis to 49.7 eV/nm at r = 10 nm.

Two numerical tests avoid the image construction. A Fourier solution of the surface problem gives 81.972 mN/m, the same as the formula to the printed digits. Strain energies integrated over the section at r = 9.95 and 10.05 nm, outside a core of radius 10⁻⁴R, give 81.973 mN/m from their difference.

The holding torque is

T = 100 × 0.52 × (625 − 100)/2 = 13650 nN nm.

Without it, the twist has magnitude 2.2 × 10⁻⁴ rad/nm, or 12.7 degrees per micrometre. It adds −115.7 mN/m, so the total is −33.7 mN/m. The dislocation is now driven inward. The slope of the energy minimized over twist, from the same two positions, gives −33.706 mN/m, against −33.707 mN/m from the formula.

For the same wire, with r alone varied:

r = 5 nm: held 35.9, released −30.2 mN/m
r = 15 nm: held 161, released 29.2 mN/m
r = 23 nm: held 1031, released 982 mN/m

The reversal is at 13.5 nm. Near the surface the end condition matters less, because the holding torque tends to zero while the image force grows.

**9. A surface with its own stiffness**

A Fourier series shows how a stiff surface layer changes the result, and rederives the free-surface force without an image. Let the surface have a shear modulus μ_s, in N/m. Its shear stress is μ_s w_φ/R, and the axial balance of a surface element requires

μw_ρ = μ_s w_φφ/R², or Rw_ρ = κw_φφ, with κ = μ_s/(μR).

Put q = r/R. On the surface, the expansion of ζ/(ζ − r) in powers of r/ζ gives

ζf₀′ = (b/2π)[1 + Σ qⁿ exp(−inφ)], n = 1, 2, 3, ...

Write the regular correction there as ζf_c′ = Σ A_n exp(inφ), with real A_n. The real parts give w_φ and the imaginary parts give Rw_ρ. With B_n = bqⁿ/2π, the coefficient of sin nφ in the surface condition is

A_n − B_n = −κn(A_n + B_n),

A_n = B_n(1 − κn)/(1 + κn).

Inside the wire, f_c′ = Σ A_n ζⁿ⁻¹/Rⁿ. Evaluating it at ζ = r and multiplying by μb gives

F = (μb²/2πR) Σ q²ⁿ⁻¹(1 − κn)/(1 + κn).

For κ = 0 the sum is q/(1 − q²), and F returns to μb² r/[2π(R² − r²)]. For κ → ∞ every term changes sign: a rigid surface repels the dislocation with a force of the same size.

If κ is much smaller than 1 − q², the terms that contribute appreciably have κn ≪ 1, and the factor is 1 − 2κn to first order. The condition becomes stricter as the dislocation approaches the surface. Since Σ nq²ⁿ = q²/(1 − q²)² and Σ q²ⁿ = q²/(1 − q²), the relative change is

ΔF/F ≈ −2κ/(1 − q²).

An assumed modulus μ_s = 10 N/m, taken as an order of magnitude, gives κ = 10/(100 × 25) = 0.004. With q = 0.4, the change is −0.95 % of the held-end force, in agreement with the full numerical solution.

**10. What limits the formula in a real wire**

The example assumes a single axial screw dislocation in a circular wire. Three departures from the formula are listed in the numerical output for r = 10 nm: released ends, a hollow core of radius b, and a surface modulus of 10 N/m. Of these, the change in the end condition has the largest effect. A wire attached to a substrate at one end and free at the other carries no axial torque along its length, and it can twist. At r = 10 nm this changes the force by −141 % relative to the held-end value, which reverses its direction. The untwisted formula suits a wire whose two ends are both clamped against rotation, provided that the clamps supply the torque T.

The finite core is a much smaller matter at this depth. Replacing it by a traction-free hole of radius b raises the held-end force by 0.07 %. This measures the effect of a finite size, not of the atomic structure of the core.

A force does not by itself imply motion. If the lattice opposes glide with a friction stress of 0.01μ = 1000 MPa, an assumed order of magnitude, the 158 MPa at r = 10 nm is too small to move the line without thermal activation. With held ends, the image stress reaches the assumed friction stress at a depth of 3.8 nm. A dislocation deeper than this could remain where growth placed it, although its energy would be lower at the surface.

Gallium nitride wires are commonly hexagonal, and the circular image construction does not then apply. For a hexagon of the same area with held ends, a numerical solution at r = 10 nm gives a force about 5 % larger if the dislocation is displaced towards the middle of a facet, and less than 1 % larger if it is displaced towards a corner. At r = 15 nm the changes are about +15 % and −8 %, so the circular formula becomes less accurate nearer the surface. The numerical output below lists the values for the circular wire.

Values computed for the example and the checks

```
INPUTS (rough values for a c-axis GaN nanowire)
shear modulus c44: 100 GPa
Burgers vector b: 0.52 nm
wire radius R: 25.0 nm
dislocation distance from axis r: 10.0 nm
ENDS HELD AGAINST TWIST
image distance from axis R^2/r: 62.50 nm
image-dislocation separation: 52.50 nm
outward force, formula: 81.972 mN/m
outward force, formula: 0.5116 eV/nm^2
outward force, Fourier: 81.972 mN/m
outward force, energy slope: 81.973 mN/m
equivalent shear stress F/b: 157.6 MPa
line energy, cutoff b, r = 0 nm: 52.013 eV/nm
line energy, cutoff b, r = 10 nm: 49.671 eV/nm
holding torque: 13650 nN nm
near-axis limit check, r = 0.01 R, ratio: 1.00010
flat-surface limit check, r = 0.99 R, ratio: 0.99497
ENDS RELEASED
twist magnitude: 2.225e-04 rad/nm
twist magnitude: 12.75 deg/um
force added by twist: -115.679 mN/m
total force, formula: -33.707 mN/m
total force, energy slope: -33.706 mN/m
force reversal radius: 13.530 nm
force reversal radius / R: 0.5412
TABLE: r (nm), held-end force (mN/m), released-end force (mN/m)
  2.0     13.860    -13.506
  5.0     35.863    -30.240
 10.0     81.972    -33.707
 15.0    161.383     29.178
 20.0    382.538    283.384
 23.0   1031.059    982.407
NEGLECTED EFFECTS at the example position
twist release, change of force: -141.1 %
hollow core of radius b, change: 0.071 %
assumed surface shear modulus: 10 N/m
surface elasticity, change: -0.95 %
assumed friction stress: 1000 MPa
depth where image stress equals it: 3.80 nm
```
